# Hooge noise of a million carriers at one hertz

## The problem

A uniform, ohmic semiconductor channel contains $N=10^6$ mobile carriers and has the Hooge parameter $\alpha=0.01$. A steady voltage drives a mean current $I$ through it.

(a) What is the relative current-noise power density $S_I/I^2$ at $f=1$ Hz?

(b) The channel belongs to an amorphous-oxide thin-film transistor. What is its absolute current-noise density at 1 Hz, and at what frequency does thermal noise become as large as the Hooge noise?

The spectral density $S$ is one-sided: its integral over positive frequencies is the variance. Since $S_I$ has the unit A²/Hz, the ratio $S_I/I^2$ has the unit 1/Hz.

The Hooge parameter is an empirical, dimensionless measure of noise strength. In the model used here, the current share of each carrier has a relative fluctuation $x_k(t)$ with zero mean and spectrum

$$S_x(f)=\frac{\alpha}{f}, \tag{1}$$

and the fluctuations of different carriers are independent. This describes the noise without identifying its microscopic cause.

## A first estimate by scaling

Suppose we know only that $\alpha$ sets the relative variance of one carrier's contribution, in a frequency band about as wide as the frequency itself. Averaging $N$ independent contributions divides the variance by $N$, so the current has a relative variance of order $\alpha/N$ in that band. Dividing by the bandwidth, of order $f$, gives

$$\frac{S_I}{I^2}\sim\frac{\alpha}{Nf}\sim\frac{10^{-2}}{10^6\times1\ \text{Hz}}=10^{-8}\ \text{Hz}^{-1}.$$

The argument fixes the powers of $\alpha$, $N$ and $f$. It cannot fix the numerical prefactor, because "about as wide as the frequency" is not a definite bandwidth.

## The exact solution of the model

### The sum over carriers

Each carrier supplies the mean share $I/N$, so the total current is

$$I(t)=\frac{I}{N}\sum_{k=1}^{N}\left[1+x_k(t)\right].$$

The ones add up to $N$ and reproduce the mean. What remains is the relative fluctuation

$$\frac{\delta I(t)}{I}=\frac1N\sum_{k=1}^{N}x_k(t).$$

A spectrum is quadratic in the signal, so the prefactor enters as $1/N^2$. The double sum over carriers has $N$ diagonal terms, each equal to $S_x$, and $N(N-1)$ cross terms. Independence makes the cross terms vanish:

$$\frac{S_I(f)}{I^2}=\frac{1}{N^2}\,N\,S_x(f)=\frac{\alpha}{Nf}. \tag{2}$$

With the given values,

$$\frac{S_I(1\ \text{Hz})}{I^2}=\frac{0.01}{10^6\times1\ \text{Hz}}=1.0\times10^{-8}\ \text{Hz}^{-1}.$$

This answers part (a). The square root, $1.0\times10^{-4}\ \text{Hz}^{-1/2}$, is the relative amplitude density.

### How a $1/f$ spectrum can arise

Equation (1) was an assumption. One mechanism that produces it is a broad distribution of relaxation times. Let a fluctuation have variance $\sigma^2$ and correlation function $\sigma^2e^{-|t|/\tau}$. Its one-sided spectrum is four times the cosine integral over positive times. With $\omega=2\pi f$,

$$S(f)=4\sigma^2\int_0^\infty e^{-t/\tau}\cos\omega t\,dt
=4\sigma^2\,\mathrm{Re}\,\frac{1}{1/\tau-i\omega}
=\frac{4\sigma^2\tau}{1+\omega^2\tau^2}.$$

Now give every unit interval of $\ln\tau$ the variance $\alpha$, from $\tau_1$ to $\tau_2$. Since $d\ln\tau=d\tau/\tau$, the factor $\tau$ cancels:

$$S_x=\alpha\int_{\tau_1}^{\tau_2}\frac{4\,d\tau}{1+\omega^2\tau^2}
=\frac{4\alpha}{\omega}\left[\arctan\omega\tau_2-\arctan\omega\tau_1\right]. \tag{3}$$

If $\omega\tau_1\ll1\ll\omega\tau_2$, the bracket approaches $\pi/2$, and

$$S_x\simeq\frac{4\alpha}{2\pi f}\,\frac{\pi}{2}=\frac{\alpha}{f}.$$

For times from $10^{-6}$ s to $10^6$ s, numerical integration at 1 Hz, divided by $N$, gives $9.99996\times10^{-9}$ Hz⁻¹. The finite range lowers the result by only four parts in a million. Far outside the range the $1/f$ law fails: the spectrum becomes flat at low frequency and falls as $1/f^2$ at high frequency.

### From a density to a variance

A density at 1 Hz is not a total noise power. Between $f_1$ and $f_2$ the relative variance is

$$\int_{f_1}^{f_2}\frac{\alpha}{Nf}\,df=\frac{\alpha}{N}\ln\frac{f_2}{f_1}.$$

From 0.1 to 10 Hz this is $10^{-8}\ln100=4.6\times10^{-8}$, so the relative rms fluctuation is $2.1\times10^{-4}$. Each decade contributes equally. The integral would diverge at either end if the $1/f$ law continued without limit, so a quoted rms value needs its band.

### The transistor

Take a channel of width $W=20$ µm and length $L=5$ µm, with mobile sheet density $n=10^{12}$ cm⁻² and mobility $\mu=10$ cm²/Vs. The drain bias is $V_D=0.1$ V and the temperature 300 K. The area is $A=100$ µm² $=10^{-6}$ cm², so $N=nA=10^6$, as required.

With $q$ the elementary charge, the conductance is $G=qn\mu W/L$, and

$$I=GV_D=(1.602\times10^{-19}\ \text{C})(10^{12}\ \text{cm}^{-2})(10\ \text{cm}^2/\text{Vs})(4)(0.1\ \text{V})=0.641\ \text{µA}.$$

The absolute noise density at 1 Hz is therefore

$$S_I=10^{-8}\ \text{Hz}^{-1}\times(0.641\ \text{µA})^2=4.11\times10^{-21}\ \text{A}^2/\text{Hz},$$

or an amplitude density of 64 pA/√Hz.

Thermal noise is present even without bias. A carrier with velocity $v$ along the channel contributes the current $qv/L$. For Maxwell statistics $\langle v^2\rangle=k_BT/m$, with $m$ the effective mass. If the velocity loses its memory in a time $\tau_m$, the low-frequency density of $N$ independent carriers is

$$S_{\text{th}}=4N\frac{q^2}{L^2}\frac{k_BT}{m}\tau_m.$$

Using $\mu=q\tau_m/m$ and $G=Nq\mu/L^2$, this becomes

$$S_{\text{th}}=4k_BT\,\frac{Nq\mu}{L^2}=4k_BTG=1.06\times10^{-25}\ \text{A}^2/\text{Hz}.$$

The free-flight picture is only a guide here: at this low mobility the mean free path would be about 0.4 nm, shorter than the thermal wavelength of the carriers. The result $4k_BTG$ does not depend on that picture; it holds at low frequency for any ohmic conductor close to thermal equilibrium.

At 1 Hz the thermal noise is $2.6\times10^{-5}$ of the Hooge noise. The two are equal at the corner frequency

$$f_c=\frac{\alpha I^2}{4k_BTG\,N}=\frac{4.11\times10^{-21}}{1.06\times10^{-25}}\ \text{Hz}\approx39\ \text{kHz},$$

provided the $1/f$ law extends that far. This completes part (b). Substituting $I=GV_D$ and $G=Nq\mu/L^2$ gives

$$f_c=\frac{\alpha q\mu V_D^2}{4k_BTL^2}.$$

The carrier number has cancelled. At fixed $\alpha$, $\mu$, $V_D$, $L$ and $T$, adding carriers lowers the relative noise but leaves the corner where it was.

## What the simple model leaves out

The following estimates vary one assumption at a time. They should not be multiplied together, because a measured $\alpha$ may already contain some of these effects.

**Carriers thinned by the drain bias.** Let $V_{ov}$ be the gate overdrive and $C$ the gate capacitance per area. At local channel potential $V$, the mobile charge per area is $qn=C(V_{ov}-V)$. Current continuity gives

$$I\int_0^L\frac{dx}{\mu(x)}=CW\left(V_{ov}V_D-\frac{V_D^2}{2}\right).$$

At fixed voltages the right side is constant. A small mobility fluctuation thus produces $\delta I/I=(1/L)\int(\delta\mu/\mu)\,dx$. A slice $dx$ holds $Wn\,dx$ carriers, and its relative noise is $\alpha/(fWn\,dx)$. Adding independent slices gives

$$\frac{S_I}{I^2}=\frac{\alpha}{fL^2}\int_0^L\frac{dx}{Wn}
=\frac{\alpha q\mu V_D}{fL^2I},$$

where the last step uses $dx=\mu Wqn\,dV/I$. Inserting $I=\mu C(W/L)(V_{ov}-V_D/2)V_D$, and writing $N=CWLV_{ov}/q$ for the number at vanishing drain bias, we obtain

$$\frac{S_I}{I^2}=\frac{\alpha}{Nf}\,\frac{1}{1-V_D/(2V_{ov})}.$$

For a 100 nm gate oxide of relative permittivity 3.9, $V_{ov}=qn/C=4.64$ V. The factor is 1.011, an increase of 1.1 per cent.

**Contact resistance.** Let a noise-free resistance $R_c$ stand in series with the channel resistance $R$. At fixed applied voltage $I=V_D/(R+R_c)$, so

$$\frac{\delta I}{I}=-\frac{R}{R+R_c}\,\frac{\delta R}{R}.$$

The relative noise power is multiplied by $[R/(R+R_c)]^2$. A width-normalized contact resistance of 10 Ω cm gives $R_c=5.0$ kΩ, against $R=156$ kΩ. The factor is 0.94, a reduction of 6 per cent. Noisy contacts would add a term of their own.

**Traps in the gate oxide.** Suppose each captured electron removes one mobile carrier, so that $\delta I/I=\delta N/N$. A trap with mean occupation $p$ has occupation variance $p(1-p)$. For Fermi occupation $p(1-p)=-k_BT\,dp/dE$, whose integral over energy is $k_BT$. If the relaxation time grows with depth as $\tau=\tau_0e^{z/\lambda}$, then $dz=\lambda\,d\ln\tau$, and the integral that led to equation (3) gives $\lambda/f$. For trap density $N_t$ per energy and volume,

$$\left.\frac{S_I}{I^2}\right|_{\text{traps}}=\frac{k_BT\,N_t\,\lambda A}{N^2f}. \tag{4}$$

With $N_t=10^{18}$ eV⁻¹cm⁻³ and $\lambda=0.1$ nm this is $2.6\times10^{-10}$ Hz⁻¹, or 2.6 per cent of the Hooge value. In this model the two contributions can be told apart by changing the gate voltage. Real devices are less clear-cut, because $\alpha$ and the mobility can themselves vary with gate voltage. At fixed area, $\alpha$, $T$, $N_t$ and $\lambda$, doubling $N$ halves the Hooge term (2) but quarters the trap term (4). The factor of four rests on the one-to-one assumption. If the tail states described below follow the fluctuation, part of the captured charge is balanced by them and by the gate: a capture then removes about 0.85 mobile carriers, the trap term is about 0.72 of equation (4), and doubling $N$ multiplies it by about 0.29.

**Tail states and degeneracy.** In an amorphous oxide, part of the gate-induced charge can sit in localized states below the band edge. Assume a 5 nm charge layer, parabolic bands with an effective mass of 0.34 electron masses, and a tail density of $10^{20}$ eV⁻¹cm⁻³ at the band edge that decays with an energy of 13 meV. The mobile density is then $2\times10^{18}$ cm⁻³. Solving the Fermi integral numerically for this density puts the Fermi level 20 meV below the band edge. Integrating the tail density times the Fermi occupation gives a trapped charge 0.28 times the mobile charge. This estimate treats the thin layer as bulk material with flat bands. For a relative permittivity of 10, the gate charge bends the band by about 44 meV across a 5 nm film, so the Fermi level runs from about 36 meV below the edge at the back to about 8 meV above it at the oxide interface; the trapped share changes little, to 0.27. Quantum confinement matters more. With hard walls 5 nm apart, the first subband lies 44 meV above the bulk edge. If the tail stays fixed to the bulk edge, the trapped charge rises to about 0.47 times the mobile charge; if it moves up with the first subband, it falls to about 0.22. The numbers below use the flat-band bulk estimate.

Keeping $10^6$ carriers mobile then needs an overdrive of 5.9 V instead of 4.6 V. Someone who counted all this gate charge as mobile would use a number 1.28 times too large, and would predict a noise power 22 per cent below the model's value. At the same Fermi level, $k_BT\,dn/dE_F$ is 0.88 of the density $n$; for Maxwell statistics the ratio would be 1. The channel is thus mildly degenerate, more so near the oxide interface. This does not change equation (2), in which $\alpha$ is defined per mobile carrier.

**Comparison with real devices.** The dimensions, mobility and sheet density are rough values typical of amorphous-oxide transistors. With the bulk estimate of the tail charge included, the gate-oxide field is about 0.6 MV/cm, well below a rough breakdown field of 10 MV/cm for a good oxide. The least certain input is $\alpha$, which differs widely between devices and processes; the answer to part (a) changes in direct proportion to it. Real devices can also break the assumption that each carrier fluctuates independently, because one trap can affect the current of many carriers. In the estimate above, oxide traps would match the Hooge term if their density were about 39 times larger, near $4\times10^{19}$ eV⁻¹cm⁻³. The total at 1 Hz would then be twice the answer to part (a), if the two sources are independent.

## Comparing the estimate with the solution

The scaling estimate and equation (2) agree in every power and, for this definition of $\alpha$, also in the prefactor. The relaxation-time picture shows what the estimate could not settle. With $y=\ln(\omega\tau)$, the contribution per unit of $\ln\tau$ is

$$\alpha\,\frac{4\tau}{1+\omega^2\tau^2}
=\frac{4\alpha}{\omega}\,\frac{e^y}{1+e^{2y}}
=\frac{2\alpha}{\omega}\,\frac{1}{\cosh y}
=\frac{\alpha}{\pi f}\,\frac{1}{\cosh y}.$$

Its peak, at $\omega\tau=1$, is $\alpha/(\pi f)$, about a third of the full result. The area under $1/\cosh y$ is $\pi$, which restores $\alpha/f$. The noise at 1 Hz thus comes from relaxation times spread over a few factors of $e$ around $1/(2\pi)$ s. Keeping a single unit of $\ln\tau$ would have given the right order of magnitude and the wrong prefactor.

Both routes rely on independence. If every pair of carriers has the same real cross spectrum $\rho S_x$, the $N(N-1)$ cross terms survive:

$$\frac{S_I}{I^2}=\frac{1}{N^2}\left[N+N(N-1)\rho\right]S_x
=\frac{\alpha}{Nf}\left[1+(N-1)\rho\right]. \tag{5}$$

For a million carriers, a correlation of only $10^{-6}$ doubles the noise. For $\rho=1$ the factor $1/N$ disappears, because all carriers fluctuate together.

A small simulation shows both cases. Each of 25 carriers received a sum of 16 random relaxation processes, with times spaced evenly in $\ln\tau$ between 1 and $10^4$ sampling intervals. The spectra came from Fourier transforms of 24 runs of 8192 samples, and $fS$ was averaged between 0.002 and 0.01 cycles per sampling interval.

- For one carrier, $fS/\alpha$ was 0.94, where equation (1) gives 1.
- For the mean of 25 independent carriers, $NfS/\alpha$ was 0.93, where equation (2) gives 1.
- With a shared fluctuation that sets $\rho=0.2$, $NfS/\alpha$ was 5.7, where equation (5) gives $1+24\times0.2=5.8$.

The first two values lie 6 to 7 per cent low. Equation (3) accounts for part of this: leaving out times shorter than $\tau_1$ removes a fraction of about $4f\tau_1$, or 2.4 per cent in the middle of the band. The remainder, 4 to 5 per cent, is one to two times the sampling error of roughly 3 per cent expected for this amount of data. Within that accuracy, the simulation agrees with equation (2): the mean of 25 independent carriers has a relative noise power about 25 times lower than that of one carrier. With the shared fluctuation, the reduction is only about a factor of 4.
